\section*{Counting Open Lead Modes from the Quadratic Bloch-Factor Eigenproblem}

\section{Definitions and conventions}

A lead is a row of identical cells of length $L$, numbered by $m$. Each cell has $n$ orthonormal orbitals, and only neighbouring cells are coupled. Let $H_0=H_0^\dagger$ be the block within a cell and $H_1=\langle m|H|m+1\rangle$ the coupling to the next cell, which may be singular. The amplitudes $\psi_m\in\mathbb{C}^n$ obey
\begin{equation}
i\hbar\,\dot\psi_m=H_0\psi_m+H_1\psi_{m+1}+H_1^\dagger\psi_{m-1}.
\label{eq:motion}
\end{equation}
At energy $E$ we seek $\psi_m=\lambda^m u$, where $\lambda$ is the Bloch factor. Division by $\lambda^m$ gives
\begin{equation}
(H_0-E+\lambda H_1+\lambda^{-1}H_1^\dagger)u=0 .
\label{eq:bloch}
\end{equation}
A propagating solution has $\lambda=e^{i\theta}$ with $\theta=kL$, and $E$ is then an eigenvalue of the Hermitian matrix
\begin{equation}
H(\theta)=H_0+e^{i\theta}H_1+e^{-i\theta}H_1^\dagger .
\end{equation}
Its velocity is $v=\hbar^{-1}dE/dk=(L/\hbar)s$, with slope $s=dE/d\theta$. The number $M$ of open modes counts solutions with $s>0$ at energy $E$, per spin.

Two conditions are assumed: no band is flat at $E$, and no band has zero slope there. The second fails at band edges, which are treated separately below. It also fails at a stationary inflection point of a band, where $M$ need not jump.

\section{The quadratic eigenproblem}

Multiplying (\ref{eq:bloch}) by $\lambda$ gives $P(\lambda)u=0$, with
\begin{equation}
P(\lambda)=\lambda^2H_1+\lambda(H_0-E)+H_1^\dagger .
\end{equation}
If $\det P$ vanished identically, $E$ would be an eigenvalue of $H(\theta)$ at every $\theta$, which is a flat band. That case is excluded, so the roots are isolated. With $x=(u,\lambda u)^T$ the problem becomes linear:
\begin{equation}
Ax=\lambda Bx,\quad
A=\begin{pmatrix}0&1\\-H_1^\dagger&E-H_0\end{pmatrix},\quad
B=\begin{pmatrix}1&0\\0&H_1\end{pmatrix}.
\end{equation}
The first row is an identity. The second reads $-H_1^\dagger u+\lambda(E-H_0)u=\lambda^2H_1u$, which is $P(\lambda)u=0$.

A singular $H_1$ makes $B$ singular and produces roots at infinity. Choose a number $\sigma$ that is not a root. Subtracting $\sigma Bx$ from both sides gives $(A-\sigma B)x=(\lambda-\sigma)Bx$, hence
\begin{equation}
(A-\sigma B)^{-1}Bx=\frac{1}{\lambda-\sigma}\,x .
\end{equation}
Infinite roots now appear as eigenvalue zero, well separated from those on the unit circle.

The roots come in pairs. Since $H_0$ and $E$ are Hermitian and real,
\begin{align}
P(\lambda)^\dagger&=\lambda^{*2}H_1^\dagger+\lambda^*(H_0-E)+H_1\nonumber\\
&=\lambda^{*2}P(1/\lambda^*).
\end{align}
Thus $\lambda$ and $1/\lambda^*$ are roots of equal multiplicity, zero being paired with infinity. There are $2n$ roots in all, and as many lie inside the circle as outside.

\section{Current and velocity}

From (\ref{eq:motion}), the terms with $H_0$ cancel in the rate of change of $|\psi_m|^2$:
\begin{align}
\frac{d|\psi_m|^2}{dt}
&=-\frac{i}{\hbar}\left(\psi_m^\dagger H_1\psi_{m+1}-\psi_{m+1}^\dagger H_1^\dagger\psi_m\right)\nonumber\\
&\quad-\frac{i}{\hbar}\left(\psi_m^\dagger H_1^\dagger\psi_{m-1}-\psi_{m-1}^\dagger H_1\psi_m\right).
\end{align}
This has the form $J_{m-1/2}-J_{m+1/2}$, with the particle current to the right
\begin{equation}
J_{m+1/2}=\frac{i}{\hbar}\left(\psi_m^\dagger H_1\psi_{m+1}-\psi_{m+1}^\dagger H_1^\dagger\psi_m\right).
\label{eq:current}
\end{equation}
For a Bloch solution with $u^\dagger u=1$ it equals $\hbar^{-1}u^\dagger H'(\theta)u$, where
\begin{equation}
H'(\theta)=i(\lambda H_1-\lambda^*H_1^\dagger).
\end{equation}
For a nondegenerate band, first-order perturbation theory gives $u^\dagger H'u=s$, so $J=s/\hbar=v/L$. The sign of the current is the sign of the group velocity.

Next take two solutions $(\lambda_i,u_i)$ and $(\lambda_j,u_j)$ with nonzero finite factors, and write $a=u_i^\dagger H_1u_j$, $b=u_i^\dagger H_1^\dagger u_j$. The matrix element $u_i^\dagger(H_0-E)u_j$ can be found from the equation for $u_j$ or from the adjoint of that for $u_i$:
\begin{equation}
-\lambda_ja-\lambda_j^{-1}b=-\lambda_i^*b-(\lambda_i^*)^{-1}a .
\end{equation}
Collecting terms gives
\begin{equation}
\frac{\lambda_i^*\lambda_j-1}{\lambda_i^*}\,a=\frac{\lambda_i^*\lambda_j-1}{\lambda_j}\,b .
\end{equation}
If $\lambda_i^*\lambda_j\neq1$, the common factor cancels and $\lambda_ja-\lambda_i^*b=0$. This is the combination that enters the mixed terms of (\ref{eq:current}), so they vanish. Propagating solutions with different $\lambda$ carry current independently, and a propagating solution has no mixed current with an evanescent one. The condition fails for an evanescent pair $\lambda$, $1/\lambda^*$, whose mixed term is the tunnelling current; in a semi-infinite lead only the decaying member of such a pair is present. It also fails for two solutions with the same unit-modulus $\lambda$. That is the degenerate case.

\section{Resolving a degenerate subspace}

Let several solutions share $\lambda_0=e^{i\theta_0}$, and let the orthonormal columns of $N$ span the null space of $H(\theta_0)-E$. Because $H(\theta)$ is Hermitian and analytic in the single real variable $\theta$, its eigenvalues and orthonormal eigenvectors can be chosen as analytic branches. On a branch through $E$,
\begin{equation}
E(\theta_0+\delta)=E+s\delta+\dots,\qquad u=u_0+\delta u_1+\dots
\end{equation}
The terms of first order in $\delta$ are
\begin{equation}
[H(\theta_0)-E]u_1+[H'(\theta_0)-s]u_0=0 .
\end{equation}
Put $u_0=Nc$ and multiply by $N^\dagger$. The first term drops out because $N^\dagger[H(\theta_0)-E]=0$, leaving
\begin{equation}
Dc=sc,\qquad D=N^\dagger i(\lambda_0H_1-\lambda_0^*H_1^\dagger)N .
\label{eq:D}
\end{equation}
The limiting vectors $u_0$ of all branches form a basis of the null space, so the eigenvalues of $D$ are all the slopes, with multiplicity. Diagonalizing $D$ also removes the mixed currents within the subspace. Therefore
\begin{equation}
M=\sum_{\lambda_0}\#\{\text{positive eigenvalues of }D(\lambda_0)\},
\end{equation}
summed over distinct unit-modulus roots.

In another basis $NC$, with $C$ invertible, $D$ becomes $C^\dagger DC$. Sylvester's law keeps the numbers of positive and negative eigenvalues, but the signs of the diagonal elements may change. A two-band crossing shows this. Let
\begin{align}
H(\theta)&=\begin{pmatrix}-2\cos\theta&0\\0&0.7\cos\theta-2.7\cos\theta_0\end{pmatrix}\nonumber\\
&\quad+0.3(\cos\theta-\cos\theta_0)\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad\theta_0=1 .
\end{align}
At $\theta_0$ both levels equal $-2\cos\theta_0$, and differentiation gives
\begin{equation}
D=\sin\theta_0\begin{pmatrix}2&-0.3\\-0.3&-0.7\end{pmatrix}.
\end{equation}
Its eigenvalues are $\sin\theta_0\,(0.65\pm\sqrt{1.35^2+0.3^2})$, or $1.7107$ and $-0.6167$. Finite differences of the bands give the same values. The vectors $(1,\pm1)/\sqrt2$ have expectation values $\sin\theta_0\,(0.65\mp0.3)$, that is $0.2945$ and $0.7994$. Both are positive, although one band moves left.

\section{Counting identities and band edges}

Let $\nu(\theta)$ be the number of eigenvalues of $H(\theta)$ below $E$. As $\theta$ increases through a crossing, each branch of positive slope lowers $\nu$ by one and each branch of negative slope raises it by one. Since $\nu$ is periodic, right and left movers are equal in number, without any appeal to time reversal.

To turn this into a count of roots, we need to know when a root's multiplicity equals its null-space dimension. This fails if a Jordan chain starts at some $u=Nc\neq0$, which requires a vector $w$ with
\begin{equation}
P(\lambda_0)w+P'(\lambda_0)u=0 .
\end{equation}
Write $P(\lambda)=\lambda[H-E]$, where $H$ is continued to complex $\lambda$. As $(H-E)u=0$ at $\lambda_0$,
\begin{equation}
P'(\lambda_0)u=(\lambda_0H_1-\lambda_0^*H_1^\dagger)u=-iH'(\theta_0)u .
\end{equation}
The range of the Hermitian matrix $H(\theta_0)-E$ is the orthogonal complement of its null space. So $w$ exists if and only if $N^\dagger H'(\theta_0)Nc=Dc=0$. Multiplicity and dimension agree exactly when $D$ has no zero eigenvalue.

Under the stated assumptions, $2M$ roots therefore lie on the circle and $n-M$ lie inside it. At a band edge $D$ is singular and multiplicity exceeds dimension. No count is assigned there, since at an isolated edge it jumps.

These statements were tested on a random complex lead with $n=6$ and $H_1$ of rank 4, which has no time-reversal symmetry. At 40 energies, $M$ equalled the number of upward crossings in directly sampled bands, right and left counts agreed, and $n-M$ roots lay inside the circle. $M$ ranged from 0 to 2.

\section{Algorithm and errors}

\begin{enumerate}
\item Compute the roots from the shifted inverse and keep those with $||\lambda|-1|<\tau$.
\item Group roots closer than $\tau$ in the complex plane. Angles would separate neighbours on either side of $\lambda=-1$.
\item Replace each group by its mean, scaled to unit modulus, and diagonalize $H(\theta_0)$; $N$ collects the eigenvectors whose eigenvalues lie within a tolerance $\epsilon$ of $E$.
\item Refuse to count if the dimension of $N$ differs from the size of the group.
\item Diagonalize $D$. Refuse if a slope is smaller than $s_{\min}$; otherwise count the positive slopes.
\end{enumerate}

Away from an edge, an energy error $\delta E$ displaces a root by $|\delta\lambda|\approx|\delta E/s|$. At a simple edge $E_b$, around which $E\approx E_b+\kappa\theta^2/2$, it instead gives
\begin{equation}
|\delta\lambda|\approx\sqrt{2|\delta E|/\kappa}.
\label{eq:split}
\end{equation}
Rounding thus splits a double root far more than a simple one, and $\tau$ must exceed this splitting. The slope near the edge is $|s|=\kappa|\theta|$, so the last step refuses energies within
\begin{equation}
\Delta E=\tfrac12\kappa\left(\frac{s_{\min}}{\kappa}\right)^2=\frac{s_{\min}^2}{2\kappa}
\label{eq:window}
\end{equation}
above the edge.

A small imaginary energy gives a separate check of direction. Replacing $E$ by $E+i\eta$, with $\eta>0$, shifts $\theta$ by $i\eta/s$ to first order, so
\begin{equation}
|\lambda|\approx e^{-\eta/s}.
\end{equation}
Right movers go inside the circle and left movers outside. Exactly $n$ roots then lie inside: the $n-M$ decaying ones and the $M$ right movers. The formula for $|\lambda|$ needs small $\eta$, but the count holds for every $\eta>0$. A root on the circle would make the complex number $E+i\eta$ an eigenvalue of the Hermitian matrix $H(\theta)$, so no root can cross the circle as $\eta$ grows.

\section{Worked example: a folded subband}

Consider a square wire of width $W=40$ nm with hard walls, effective mass $m=0.025\,m_e$ and a grid spacing $a=5$ nm. The potential is flat, and energies are measured from the conduction-band edge. The three-point second difference has hopping
\begin{equation}
t=\frac{\hbar^2}{2ma^2}=60.96\ \mathrm{meV}.
\end{equation}
There are seven interior points across each side. The subbands are
\begin{align}
E_{pq}(k)&=\varepsilon_p+\varepsilon_q+2t(1-\cos ka),\nonumber\\
\varepsilon_p&=2t\left(1-\cos\frac{p\pi}{8}\right).
\end{align}
The lowest bottoms are 18.56 meV for $(1,1)$, 44.99 meV for the pair $(1,2),(2,1)$, and 71.42 meV for $(2,2)$.

A cell of four slices has $L=20$ nm and $n=4\times49=196$. $H_1$ joins the last slice of a cell to the first slice of the next and has rank 49. Let $E_F$ place the $(1,1)$ mode at $ka=\pi/4$:
\begin{equation}
E_F=18.56+2t(1-\cos\tfrac{\pi}{4})=54.27\ \mathrm{meV}.
\end{equation}
Then $\lambda=e^{4ika}=-1$ for both $k$ and $-k$. The longer cell has folded two opposite movers onto one Bloch factor. In the next pair the longitudinal energy is $54.27-44.99=9.28$ meV, which equals $\varepsilon_1$. Hence $ka=\pm\pi/8$ and $\lambda=\pm i$, each doubly degenerate.

The velocities follow from $v=(2ta/\hbar)\sin ka$. The algorithm finds $\pm6.549\times10^5$ m/s at $\lambda=-1$, twice $+3.544\times10^5$ m/s at $i$, and twice $-3.544\times10^5$ m/s at $-i$. Thus $M=3$, and 193 roots lie inside the circle, as $n-M$ requires. A one-slice cell gives the same $M$.

At $\lambda=-1$ the matrix $H(\pi)$ is real, so its null vectors can be chosen real. For real $u$,
\begin{equation}
u^Ti(-H_1+H_1^T)u=0 ,
\end{equation}
because the matrix in brackets is antisymmetric. Both vectors are standing waves of zero velocity. Counting them separately gives two right movers in total instead of three; diagonalizing $D$ restores the missing channel.

A Green-function calculation of the perfect lead at $\eta=10^{-7}$ eV gives a transmission of 2.99996. The small loss has the expected size: the fractional loss per cell is $2\eta/s$, with $s=\hbar v/L$, and its sum over the three modes is about $4\times10^{-5}$.

The lowest subband bottom illustrates the edge error. There the root $\lambda=1$ has multiplicity 2 and one null vector, and rounding moves the computed roots by up to $1.2\times10^{-7}$. Since $ka=\theta/4$, $\kappa=2t/16=7.62$ meV. By (\ref{eq:split}) the displacement corresponds to an energy error near $5\times10^{-17}$ eV, about $10^{-15}$ of $t$. The choice $\tau=10^{-5}$ groups the two roots, and the count is refused. With $s_{\min}=10^{-4}t$, (\ref{eq:window}) gives a refused window of about $2\times10^{-9}$ eV above the edge. Step 4 also refuses close to the folded crossing. An offset $\delta E$ from $E_F$ separates the two roots near $-1$ by $2|\delta E|/s$, so they are grouped while $|\delta E|<s\tau/2\approx10^{-7}$ eV, but their mean has no null vector once $|\delta E|$ exceeds $\epsilon=10^{-7}t\approx6\times10^{-9}$ eV. Both windows are negligible beside the subband spacing.

\section{The quantum limit of contact resistance}

Let ideal reservoirs fill the right and left movers with occupations $f_L$ and $f_R$. Per mode and spin, the charge current has magnitude
\begin{equation}
I=e\int\frac{dk}{2\pi}\,v\,(f_L-f_R)=\frac{e}{h}\int dE\,(f_L-f_R),
\end{equation}
since $v\,dk=dE/\hbar$. At low temperature and small voltage $V$ the last integral is $eV$. With $M$ modes and two spins,
\begin{equation}
R=\frac{h}{2e^2M}=4302\ \Omega .
\end{equation}
Multiplied by $W^2=1.6\times10^{-11}$ cm$^2$, this is $6.9\times10^{-8}\ \Omega\,\mathrm{cm}^2$. It is the two-terminal value for the whole structure, and a lower limit for this number of modes.

For a wide wire, $M$ is the number of points $(p\pi/W,q\pi/W)$ in a quarter disc of radius $k_F$. To leading order,
\begin{equation}
M\approx\frac{\pi k_F^2/4}{(\pi/W)^2}=\frac{k_F^2W^2}{4\pi}.
\end{equation}
The resistance times area then tends to $(h/2e^2)(4\pi/k_F^2)$, independent of width. Here $k_F^2=E_F/(ta^2)$ gives 4.5 modes instead of 3, so the wire is too narrow for this limit. The estimate ignores the exclusion of $p=0$ and $q=0$ by the hard walls.

The parameters are in the rough regime of an InAs nanowire, whose light, nearly isotropic mass suits the model. Metals usually contact n-type InAs without a depletion barrier, so full transmission is a sensible starting point. The model density, $(2/\pi)\sum k/W^2=1.25\times10^{17}$ cm$^{-3}$ on this grid ($1.16\times10^{17}$ on a fine grid, about $1.5\times10^{17}$ with the nonparabolic correction below), is far below that of heavily doped contact regions, which have more modes per area. The flat potential is a weak assumption, because InAs surfaces tend to accumulate electrons. Lowering the outermost grid layer by a rough 100 meV, at fixed $E_F$, raises $M$ from 3 to 8 and lowers $R$ to about 1.6 k$\Omega$. The layer is only one grid point thick, which on this grid stands for several nanometres. The rise depends on that thickness. On a fine grid a 100 meV layer reaching about 7.5 nm from the wall gives $M=8$, one reaching 5 nm gives 4, and one reaching less than about 4 nm leaves $M=3$. The example shows that surface accumulation can add modes, but not how many a device would have.

The other estimates also hold $E_F$ fixed. At 300 K, $k_BT=25.85$ meV exceeds the 9.28 meV distance to the nearest subband bottom. On this grid the thermal mean of $M$ is 3.19: partial opening of higher subbands slightly outweighs partial emptying of the lower ones. The sharp step is lost. The change of the mean depends on the higher subbands. The coarse grid places them below their parabolic continuum values, which give a mean of 2.8. The nonparabolic correction described next places them lower than the grid does and gives about 3.7. The value 3.19 is therefore not a prediction for a real wire. Continuum bottoms, 47.0 meV for the pair $(1,2),(2,1)$, leave $M=3$. So does a two-band nonparabolic correction with a rough gap of 0.35 eV, which lowers that pair to 42.2 meV and $(2,2)$ to 64.1 meV.

An abrupt interface to a metal with a rough velocity $v_m=10^6$ m/s, without a barrier or subband mixing, transmits $4vv_m/(v+v_m)^2$ per mode. The sum is 2.50 instead of 3, which raises $R$ to about 5.2 k$\Omega$. On a fine grid, where the fastest velocity is $7.1\times10^5$ m/s, these become 2.44 and 5.3 k$\Omega$. This counts a single interface, whereas a wire with metal at both ends has two. Finally, a rough mobility of 5000 cm$^2$/Vs gives the fastest mode a free path of about 50 nm. A wire much longer than this is not ballistic, and its resistance exceeds the contact limit even with ideal contacts. The main values for the 5 nm grid are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Random lead: orbitals, rank of H1: 6 4
Random lead: energies tested: 40
Random lead: smallest and largest M: 0 2
Random lead: largest mixed current: 4.8e-15 (model units)
Crossing: resolved slopes: [-0.6167  1.7107] (model units)
Crossing: finite-difference slopes: [-0.6167  1.7107]
Crossing: equal-mixture expectations: [0.2945 0.7994]
Wire: mass 0.025 m_e, width 40 nm, grid 5 nm
Wire: cell length 20 nm, orbitals per cell 196
Wire: hopping t = 60.96 meV
Wire: lowest 6 subband bottoms: [18.56 44.99 44.99 71.42 84.54 84.54] meV
Wire: Fermi energy = 54.27 meV
  lambda = -1.000 -0.000i, v = [-6.549  6.549] 1e5 m/s
  lambda = -0.000 -1.000i, v = [-3.544 -3.544] 1e5 m/s
  lambda = -0.000 +1.000i, v = [3.544 3.544] 1e5 m/s
Real basis at lambda=-1: largest |v| = 0.0e+00 m/s
Right movers: correct, real-basis count: 3 2
Decaying solutions (zero roots included): 193
Green-function transmission: 2.99996
Scan energies: [10, 30, 50, 80, 100] meV
Scan mode counts: [0, 1, 3, 4, 6]
Band edge: root multiplicity, null dimension: 2 1
Band edge: largest |lambda-1| from rounding: 1.2e-07
Electron density at 0 K: 1.250e+17 cm^-3
Two-terminal resistance: 4302.1 ohm
Resistance times wire area: 6.883e-08 ohm cm^2
Distance to nearest subband bottom: 9.28 meV
Thermal energy at 300 K: 25.85 meV
Thermal mean of M, fixed Fermi energy: 3.187
Continuum bottoms (first 4): [18.8  47.   47.   75.21] meV
M with continuum bottoms: 3
Rough gap 0.35 eV gives nonparabolicity 2.72 1/eV
Nonparabolic bottoms (first 4): [17.93 42.17 42.17 64.06] meV
M with nonparabolic bottoms: 3
M with outer grid layer lowered by 100 meV: 8
Metal velocity, rough: 1.0e+06 m/s
Velocity-mismatch transmissions: [0.957 0.773 0.773]
Their sum, in place of M: 2.502
Rough mobility 5000 cm2/Vs: free path 46.5 nm
\end{verbatim}
